# Oscillation wavelength of a 1 MeV ion in a harmonic channel

## Question

An ion of kinetic energy $E=1$ MeV travels almost parallel to an open channel of a crystal. Because it passes many atoms during one sideways swing, their forces are replaced by the average along the channel: this is the continuum approximation. Near the channel centre the transverse potential energy is

$$U(x)=\tfrac12 kx^2,\qquad k=5\ \text{eV/Å}^2 .$$

The stiffness $k$ is thus the second derivative of $U$. Neglect energy loss and relativity until they are asked for.

For the numerical parts the ion is a proton in the $\langle110\rangle$ axial channel of silicon. It swings along $x$, the [001] direction, with amplitude $A=0.5$ Å. Use Gaussian units with $e^2=14.40$ eV Å, and the proton-to-electron mass ratio $M/m=1836$.

(a) Derive the oscillation wavelength $\lambda$ in depth. On what does it depend?

(b) Evaluate $\lambda$, the maximum angle and the transverse energy. Is the small-angle approximation good enough? Does transverse quantization matter?

(c) Find the relativistic correction.

(d) A constant stopping force $S$ acts opposite to the velocity. Find the length of the first full oscillation, and evaluate it for $S=4.27$ eV/Å.

(e) A string model of the silicon channel gives curvatures of 5.98 eV/Å² along [001] and 10.4 eV/Å² along $[1\bar10]$. Assess the harmonic model, including the effect of finite amplitude.

(f) Estimate the transverse energy gained from collisions with electrons in one wavelength. What does it do to the oscillation?

## Model answers

### (a) The wavelength

The transverse force is $-dU/dx=-kx$, so Newton's equation is

$$M\frac{d^2x}{dt^2}=-kx .$$

Its solutions are sinusoids of angular frequency $\sqrt{k/M}$ and period $T=2\pi\sqrt{M/k}$. The continuum potential does not depend on depth $z$, so the longitudinal speed is constant. At small angle nearly all the kinetic energy is longitudinal, and this speed is $v=\sqrt{2E/M}$. In one period the ion advances by

$$\lambda=vT=\sqrt{\frac{2E}{M}}\;2\pi\sqrt{\frac{M}{k}}
=2\pi\sqrt{\frac{2E}{k}} .$$

The mass cancels: at given energy a heavier ion swings more slowly, but it also advances more slowly by the same factor. This comparison holds $k$ fixed. Changing the ion's charge changes its potential energy, and hence $k$.

The same result follows from an equation in depth. With $z=vt$, $d/dt=v\,d/dz$ and $Mv^2=2E$,

$$2E\,x''=-kx,\qquad q\equiv\frac{2\pi}{\lambda}=\sqrt{\frac{k}{2E}},$$

where a prime means $d/dz$. The wavelength grows as $\sqrt E$ and falls as $1/\sqrt k$. As $k\to0$ it diverges, since the path becomes straight.

### (b) Numbers and the limits of the approximation

With $E$ in eV and $k$ in eV/Å², the ratio $2E/k$ is in Å²:

$$\frac{2E}{k}=\frac{2\times10^6}{5}=4.00\times10^5\ \text{Å}^2,
\qquad \sqrt{\frac{2E}{k}}=632.5\ \text{Å}.$$

Therefore

$$\lambda=2\pi\times632.5\ \text{Å}=3974\ \text{Å}=0.397\ \mu\text{m}.$$

The definition of stiffness matters. If the potential were written $U=Cx^2$ with $C=5$ eV/Å², then $k=2C$, and the wavelength would be $0.281\ \mu$m.

For $x=A\sin qz$, the slope has maximum value

$$\theta_{\max}=qA=\frac{0.5}{632.5}=0.791\ \text{mrad},$$

and the transverse energy is

$$E_\perp=\tfrac12kA^2=\tfrac12(5)(0.5)^2=0.625\ \text{eV}.$$

To remove the small-angle approximation, let $E$ be the total kinetic energy at $x=0$. The longitudinal part is then $E-E_\perp$, and it is conserved. Repeating part (a) with this longitudinal energy gives

$$\lambda_A=2\pi\sqrt{\frac{2(E-E_\perp)}{k}}
\simeq\lambda\left(1-\frac{E_\perp}{2E}\right).$$

The relative change is $-0.625/(2\times10^6)=-3.1\times10^{-7}$, which is negligible.

Integrating Newton's equations for both components, with the same $E$, $k$ and $A$, gives 0.39738 µm for a proton and for ions of mass 11 u and 75 u. This confirms the cancellation of mass at fixed stiffness.

The transverse levels of a quantum oscillator are separated by

$$\hbar\sqrt{\frac{k}{M}}=\frac{2\pi\hbar}{T}=\frac{2\pi\hbar v}{\lambda}.$$

For the proton, $v=1.384\times10^7$ m/s and $T=28.7$ fs, so the spacing is 0.144 eV. The transverse energy is thus only about $0.625/0.144\simeq4.3$ spacings, and the motion is not deeply classical. The wavelength of the mean path nevertheless survives. Ehrenfest's equations are

$$M\frac{d\langle x\rangle}{dt}=\langle p_x\rangle,\qquad
\frac{d\langle p_x\rangle}{dt}=-\left\langle\frac{dU}{dx}\right\rangle=-k\langle x\rangle .$$

Together they give the classical equation for $\langle x\rangle$. The last equality uses the linearity of the force; in an anharmonic channel the mean force is not in general the force at the mean position.

### (c) Relativistic correction

The transverse momentum is $p_x=\gamma M\,dx/dt$. The transverse energy is tiny, so $\gamma$ may be held constant during the swing. Then $dp_x/dt=-kx$ becomes

$$\gamma Mv^2x''=-kx .$$

Since $p=\gamma Mv$, the factor $2E$ in part (a) is replaced by $pv$. With total energy $E+Mc^2$,

$$p^2c^2=(E+Mc^2)^2-M^2c^4=E(E+2Mc^2),\qquad
v=\frac{pc^2}{E+Mc^2}.$$

Multiplying $p$ by $v$ gives

$$pv=\frac{E(E+2Mc^2)}{E+Mc^2}
=2E\,\frac{1+E/(2Mc^2)}{1+E/(Mc^2)} .$$

Hence

$$\frac{\lambda_{\rm rel}}{\lambda}
=\sqrt{\frac{1+E/(2Mc^2)}{1+E/(Mc^2)}}
\simeq1-\frac{E}{4Mc^2}.$$

The expansion follows because the ratio under the root is $1-E/(2Mc^2)$ to first order. For the 1 MeV proton the wavelength changes by $-0.027\%$.

### (d) A slowing ion

A drag force opposite to the velocity has transverse component $-S\,v_x/|\mathbf v|$. At small angle this is $-Sx'$, because $v_x=vx'$. The two equations of motion become

$$Mv\frac{dv}{dz}=-S,\qquad
Mv\frac{d}{dz}(vx')=-kx-Sx'.$$

Expand the left side of the second equation and use the first:

$$Mv^2x''+Mv\frac{dv}{dz}x'=Mv^2x''-Sx' .$$

The terms $-Sx'$ cancel from the two sides, leaving

$$2E(z)x''=-kx,\qquad E(z)=E-Sz .$$

Here $E$ without an argument is the initial energy. Drag therefore enters through the slowly changing energy alone.

Let $q(z)=\sqrt{k/2E(z)}$ and try $x=B(z)\sin\phi(z)$ with $\phi'=q$. Differentiating twice gives

$$x''=(B''-q^2B)\sin\phi+(2B'q+Bq')\cos\phi .$$

The cosine term vanishes if $B^2q$ is constant. The remaining term $B''$ is of second order in the slow variation and is dropped. If the ion starts at $x=0$, its first full oscillation has the length $L$ over which the phase advances by $2\pi$:

$$2\pi=\int_0^L\sqrt{\frac{k}{2(E-Sz)}}\,dz
=\sqrt{\frac k2}\,\frac2S\left(\sqrt E-\sqrt{E-SL}\right).$$

The definition of $\lambda$ gives $\sqrt{k/2}=2\pi\sqrt E/\lambda$. Substitution and division by $2\pi$ yield

$$\sqrt{1-\frac{SL}{E}}=1-\frac{\lambda S}{2E}.$$

Squaring both sides and solving for $L$,

$$L=\lambda\left(1-\frac{\lambda S}{4E}\right).$$

The value $S=4.27$ eV/Å is a Bethe estimate for random incidence on silicon, with a rough mean excitation energy of 170 eV. An ion near the centre of an open channel meets fewer electrons, so this is used as a high-side estimate. The loss in one wavelength is

$$S\lambda=4.27\times3974\ \text{eV}=17.0\ \text{keV},$$

and the first oscillation is shortened by $17.0/(4\times1000)=0.42\%$. Later oscillations are shorter still, because $\lambda$ follows $\sqrt{E(z)}$. The constant-$S$ formula is meant for a small fractional energy loss, not for the end of the range.

### (e) The silicon channel

The string model replaces each row of atoms by a continuous line. For a proton at distance $R$ from one silicon atom, the Molière potential energy is

$$V(R)=\frac{Ze^2}{R}\sum_i\alpha_i e^{-\beta_iR/a},$$

with $Z=14$, $\alpha_i=(0.10,0.55,0.35)$, $\beta_i=(6,1.2,0.3)$ and screening length $a=0.194$ Å. Atoms along the row are $d=3.84$ Å apart. Averaging along the row at distance $r$, with $z=r\sinh u$, gives

$$U_s(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz
=\frac{2Ze^2}{d}\sum_i\alpha_iK_0\!\left(\frac{\beta_ir}{a}\right),$$

since $\int_{-\infty}^{\infty}e^{-s\cosh u}\,du=2K_0(s)$, where $K_0$ is the modified Bessel function. The nearest strings are 2.04 Å from the channel centre. Summing over strings and differentiating twice at the centre gives the curvatures in the question.

The resulting small-amplitude wavelengths are

| Direction | Curvature (eV/Å²) | Wavelength (µm) |
|---|---:|---:|
| [001] | 5.98 | 0.363 |
| $[1\bar10]$ | 10.4 | 0.276 |

The channel is therefore not isotropic. A small swing along one of these axes has one wavelength; a small swing in a general direction combines two. At larger amplitude the two directions also influence each other.

At finite amplitude, conservation of transverse energy gives

$$\tfrac12M\left(\frac{dx}{dt}\right)^2=U(A)-U(x).$$

On the outward quarter-swing, $dz=v\,dt$ and $v=\sqrt{2E/M}$, so

$$dz=\sqrt{\frac{2E}{M}}\sqrt{\frac{M}{2[U(A)-U(x)]}}\,dx
=\sqrt{\frac{E}{U(A)-U(x)}}\,dx .$$

The potential is symmetric about the centre, so four equal quarters make a full wavelength:

$$\lambda(A)=4\int_0^A\sqrt{\frac{E}{U(A)-U(x)}}\,dx .$$

For $U=kx^2/2$, the integral $\int_0^A dx/\sqrt{A^2-x^2}=\pi/2$ restores part (a).

To see the sign of an anharmonic correction, take $U=kx^2/2+bx^4/4$ with small $b$. Then

$$U(A)-U(x)=\frac k2(A^2-x^2)\left[1+\frac{b(A^2+x^2)}{2k}\right].$$

The inverse square root of the bracket is $1-b(A^2+x^2)/(4k)$ to first order. With $x=A\sin u$, the average of $x^2$ over the quarter-swing is $A^2/2$, so

$$\lambda(A)\simeq2\pi\sqrt{\frac{2E}{k}}\left(1-\frac{3bA^2}{8k}\right).$$

A wall that hardens, $b>0$, shortens the wavelength. Numerical integration with the full string potential gives 0.338 µm at $A=0.5$ Å along [001], which is 7% below its small-amplitude value of 0.363 µm.

**Comparison with the real case.** Protons of about 1 MeV are used in silicon for ion-beam analysis and for adjusting carrier lifetime in power devices. The round value $k=5$ eV/Å² lies near the string-model curvature along [001], but is about half that along $[1\bar10]$. At the stated amplitude, replacing the harmonic model by the string potential moves the [001] wavelength from 0.397 to 0.338 µm, a reduction of 15%. The string model itself omits bonding and thermal vibration, so it is not a measurement. The electron density at the centre fixes the sum of the two curvatures, as part (f) shows, and the string model makes that sum too large by a factor of about 2.5. About 1.5 of this comes from the Molière atom, which places too many electrons beyond 2 Å compared with a Hartree–Fock atom. The rest comes from the redistribution of valence charge in the crystal. The density fixes only the sum, so the two curvatures need not shrink by the same factor. Pseudopotential valence densities for the static crystal give roughly 2 eV/Å² along [001] (1.5 to 2.1, depending on the pseudopotential) and 4.6 eV/Å² along $[1\bar10]$. The [001] well is then much softer at the bottom and more anharmonic: the wavelength falls by about a quarter or more between small amplitude and $A=0.5$ Å, where it is near 0.48 µm, about 20% longer than the harmonic 0.397 µm. The value $k=5$ eV/Å² is thus a round model value, not a measured stiffness, and the changes of 7% and 15%, including the sign of the latter, belong to the string model. The continuum assumption is plausible here because one harmonic wavelength spans about 1035 atomic spacings along a string.

### (f) Electron collisions and dechannelling

First find the electron density $\rho$ that the string model implies at the channel centre. For a proton, $U=e\varphi$, while the electronic charge density is $-e\rho$. Poisson's equation then gives $\nabla^2U=4\pi e^2\rho$. The averaged potential does not vary with $z$, so the two transverse curvatures supply the whole Laplacian:

$$\rho=\frac{5.98+10.4}{4\pi(14.40)}\simeq0.090\ \text{Å}^{-3}.$$

In real silicon the centre of the channel holds fewer electrons, about 0.036 Å$^{-3}$ in pseudopotential estimates, a factor of about 2.5 lower, for the two reasons given in part (e). The energy gain found below is therefore too high: with that density it is about 0.4 eV rather than 1.0 eV over the same depth. A swinging proton also meets the denser regions nearer the strings, which makes up only part of the difference: averaged over a 0.5 Å swing along [001] the density is about 0.047 Å$^{-3}$, still about half the string-model value.

Treat the electrons as free and initially at rest. In the relative motion an electron has speed $v$ and, because $m\ll M$, reduced mass close to $m$. For scattering angle $\theta$, put $s=\sin^2(\theta/2)$. The energy transfer is $2mv^2s$ and the transverse momentum transfer is $mv\sin\theta$. The corresponding transverse recoil energy of the proton is

$$\frac{(mv\sin\theta)^2}{2M}=\frac{2m^2v^2}{M}s(1-s),$$

because $\sin^2\theta=4s(1-s)$. The solid angle element is $d\Omega=2\pi\sin\theta\,d\theta=4\pi\,ds$, so Rutherford's cross section becomes

$$d\sigma=\left(\frac{e^2}{2mv^2}\right)^2\frac{d\Omega}{s^2}
=\frac{\pi e^4}{m^2v^4}\frac{ds}{s^2}.$$

Kicks in opposite transverse directions are equally likely. Their cross terms with the existing momentum average to zero, and the mean energy gain is the mean recoil energy. Multiplying the last two results by $\rho$, integrating, and using $Mv^2=2E$ gives

$$\frac{dE_\perp}{dz}
=\frac{\pi\rho e^4}{E}\int_{s_0}^{1}\frac{1-s}{s}\,ds
=\frac{\pi\rho e^4}{E}\left(\ln\frac1{s_0}-1+s_0\right).$$

The lower limit represents screening of distant collisions. As an estimate, set the smallest energy transfer equal to the local plasmon energy, $\hbar\sqrt{4\pi\rho e^2/m}=11.2$ eV. The largest transfer is $2mv^2=4Em/M=2179$ eV. Thus $s_0=11.2/2179=0.0051$, and the bracket is about 4.28. Holding $\rho$ at its central value,

$$\frac{dE_\perp}{dz}\simeq
\frac{\pi(0.0903)(14.40)^2}{10^6}(4.28)
=2.5\times10^{-4}\ \text{eV/Å}.$$

Over 3974 Å this is about 1.0 eV, or $W\simeq0.50$ eV for each transverse axis. It is comparable with the initial 0.625 eV. In this example scattering therefore disturbs the path of a single proton far more than relativity or slowing does.

Its effect on the mean path is different. A small angular kick $\delta\theta$ at depth $z$ adds $\delta\theta\,\sin[q(\lambda-z)]/q$ to the position at depth $\lambda$. The kicks have zero mean, so in a harmonic well the mean path keeps its wavelength. One kick adds mean energy $E\langle\delta\theta^2\rangle$ per axis, so the angular variance grows at the rate $W/(E\lambda)$. For independent kicks the position variance after one wavelength is

$$\sigma_x^2=\frac{W}{E\lambda q^2}\int_0^\lambda\sin^2[q(\lambda-z)]\,dz
=\frac{W}{2Eq^2}=\frac Wk .$$

The last step uses $q^2=k/2E$. Hence $\sigma_x=\sqrt{0.50/5}=0.32$ Å, a large fraction of the 0.5 Å amplitude. A simulation of 20,000 ions, all starting at 0.5 Å parallel to the channel and receiving 200 normally distributed kicks per wavelength with total $W=0.50$ eV, gives a mean position of 0.50 Å and a spread of 0.32 Å after one wavelength. In the harmonic model the wavelength thus describes the mean path of protons that share the same starting position and direction better than the path of one proton. In an anharmonic channel the wavelength depends on amplitude, so the scattered protons drift out of step and the mean oscillation also shrinks with depth.

The gain also sets a rough scale for leaving the channel. In the string model, the pass into a neighbouring channel lies 6.07 eV above the centre. At 1.0 eV per wavelength for both axes together, the mean transverse energy would reach it after about $(6.07-0.625)/1.0\simeq5$ wavelengths, or roughly 2 µm. This is not a dechannelling length: the height of the pass is that of the string model (pseudopotential estimates for silicon put it near 3 eV, and the gain per unit depth is also about half as large), individual ions differ, the electron density changes away from the centre, and an ion that crosses the pass may remain channelled next door. It does show that a long train of regular oscillations should not be inferred from the harmonic formula alone.

## Computed results

```
Ion kinetic energy: 1 MeV
Model stiffness: 5 eV/angstrom^2
Chosen amplitude: 0.5 angstrom
2E/k: 400000 angstrom^2
Square root of 2E/k: 632.46 angstrom
Harmonic wavelength: 3973.84 angstrom
Harmonic wavelength: 0.3974 micrometre
Proton trajectory wavelength: 0.397383 micrometre
Mass 11 u trajectory wavelength: 0.397383 micrometre
Mass 75 u trajectory wavelength: 0.397383 micrometre
Wavelength if U=C*x^2 and C=5 eV/angstrom^2: 0.281 micrometre
Proton speed: 1.384e+07 m/s
Transverse period: 28.71 fs
Transverse energy: 0.625 eV
Maximum angle: 0.7906 mrad
Transverse quantum level spacing: 0.144 eV
Relativistic wavelength change: -0.0266 percent
Silicon lattice parameter, rough input: 5.43 angstrom
Atomic spacing along string: 3.84 angstrom
Atomic spacings per wavelength: 1035 (number)
Nearest string distance: 2.036 angstrom
Thomas-Fermi screening length: 0.1944 angstrom
String-model stiffness along [001]: 5.98 eV/angstrom^2
String-model stiffness along [1-10]: 10.4 eV/angstrom^2
Small-amplitude wavelength along [001]: 0.363 micrometre
Small-amplitude wavelength along [1-10]: 0.276 micrometre
Wavelength along [001] at chosen amplitude: 0.338 micrometre
Anharmonic wavelength change: -7.06 percent
Pass energy above channel centre: 6.07 eV
Electron density at channel centre: 0.0903 angstrom^-3
Mean excitation energy, rough input: 170 eV
Random-incidence stopping estimate: 4.27 eV/angstrom
Random-incidence loss in one wavelength: 17 keV
First-oscillation length change from that loss: -0.424 percent
Local plasmon cutoff energy: 11.2 eV
Scattering gain per axis in one wavelength: 0.5 eV
Predicted rms position spread: 0.316 angstrom
Simulated rms position spread: 0.319 angstrom
Simulated mean position after one wavelength: 0.501 angstrom
```
